Two derivations of the cosh law for intrinsic semiconductor space-charge capacitance, part 2

A thick, uniform semiconductor fills x > 0 and meets a liquid at x = 0. The question is how its differential space-charge capacitance C depends on the band bending V. The first half integrated Poisson's equation, φ″ = −4πρ/ε, with Boltzmann densities and found the cosh law

C = (ε/4πL) cosh(V/2kT),

C₀ = ε/(4πL),  (10)

C₀ = 2nᵢL/kT.  (11)

The second half derives it again from the reversible work of charging.

Atomic units are used (e = ħ = mₑ = 4πε₀ = 1). The potential φ is zero in the neutral, field-free interior and V at the surface; u = φ/kT, and a prime means d/dx. The electron and hole densities n and p both equal nᵢ in the interior; ρ = p − n, ε is the relative permittivity, and L² = εkT/(8πnᵢ). The liquid side carries charge σ per area and the semiconductor Q = −σ, with

Q = −(εkT/2πL) sinh(V/2kT).  (9)

Integrals over x run from the surface to the deep interior. The electrostatic energy is U = ∫(ε/8π)φ′² dx, and the free energy per area, measured from the uncharged state, is

A = U + kT ∫[n ln(n/nᵢ) − n + nᵢ + p ln(p/nᵢ) − p + nᵢ] dx.  (15)

For small changes of the charges, and for U itself,

δU = V δσ + ∫φ δρ dx,  (16)

2U = σV + ∫ρφ dx.  (17)

If the interior densities are instead n_b and p_b, with fixed charge keeping it neutral, C is proportional to the u-derivative of ±√G, where near flat band G = (a/2)u² + … and a = n_b + p_b.

The example has T = 300 K, kT = 0.02585 eV, ε = 16, nᵢ = 2.0×10¹³ cm⁻³, L = 756 nm and C₀ = 0.01874 µF/cm², or 1.17×10¹¹ e/(V cm²). C is 0.06617 µF/cm² at 0.10 V and 0.449 µF/cm² at 0.20 V, where cosh(V/2kT) = 23.94 and Q = −0.0232 µC/cm².

### Equilibrium densities

At fixed σ the densities adjust until A is least. A change δn alters the gas term by kT ln(n/nᵢ) δn, since the derivative of n ln(n/nᵢ) − n is ln(n/nᵢ). It alters U by −φ δn, because electrons carry charge −1. The total charge is held fixed, which allows an added constant in the condition, but that constant is zero because n = nᵢ and φ = 0 in the interior. Hence

kT ln(n/nᵢ) − φ = 0,  kT ln(p/nᵢ) + φ = 0,

which are the Boltzmann densities n = nᵢeᵘ and p = nᵢe⁻ᵘ.

Now let σ change by dσ. The gas terms change by ∫φ(δn − δp) dx = −∫φ δρ dx. They cancel the second term of (16), and what remains is

dA = V dσ.  (18)

This is the reversible work of charging. The natural variable of A is the charge, while the capacitance is wanted as a function of V. We therefore define

J = σV − A.

Then dJ = σ dV + V dσ − dA = σ dV, so that

σ = dJ/dV,  C = dσ/dV = d²J/dV².  (19)

If J is known as a function of V, two differentiations give the capacitance.

### J as a minimum

With the equilibrium densities the gas part of (15) can be written out. The logarithms give kT u n − kT u p = φ(n − p) = −ρφ. The other terms give −ΔP, with

ΔP = kT(n + p − 2nᵢ) = 2nᵢkT(cosh u − 1).

So A = U − ∫ρφ dx − ∫ΔP dx. By (17), σV = 2U − ∫ρφ dx. Subtracting A from this leaves

J = ∫[(ε/8π)φ′² + ΔP(φ)] dx.  (20)

The true potential makes this integral smaller than any other profile with the same end values. To show this, replace φ by φ + η, where η vanishes at both ends. The field term changes by

(ε/4π)∫φ′η′ dx + (ε/8π)∫η′² dx.

Integration by parts and Poisson's equation turn the first of these into −(ε/4π)∫φ″η dx = ∫ρη dx. The function ΔP(φ) is a cosh, whose graph lies above its tangents, and its slope is 2nᵢ sinh u = −ρ. Hence ΔP(φ + η) − ΔP(φ) ≥ −ρη. Adding the pieces, the terms in ρη cancel, and J changes by at least (ε/8π)∫η′² dx, which is not negative.

### Completing the square

The minimum can be found without solving a second-order equation. Write (20) in terms of u. Since 2nᵢkT = ε(kT)²/(4πL²) by the definition of L,

J = [ε(kT)²/4π] ∫[u′²/2 + (cosh u − 1)/L²] dx.  (21)

With cosh u − 1 = 2 sinh²(u/2) the integrand becomes

½[u′ + (2/L) sinh(u/2)]² − (2/L) sinh(u/2) u′.

Expanding the square confirms this: its cross term is (2/L) sinh(u/2) u′, which the last term removes. That last term is a total derivative, because sinh(u/2) u′ is the derivative of 2 cosh(u/2). Its integral depends on the end values alone. With u(0) = V/kT and u = 0 in the interior,

−(2/L)[2 − 2 cosh(V/2kT)] = (4/L)[cosh(V/2kT) − 1].

The square cannot be negative, so the integral in (21) is at least this large for every admissible profile. It equals this value if the square vanishes everywhere:

u′ = −(2/L) sinh(u/2).

Such a profile exists. For u > 0 we have sinh(u/2) ≥ u/2, so u′ ≤ −u/L, and a profile that starts at V/kT stays below (V/kT)e^(−x/L). It reaches zero in the interior as required. Negative V follows by reversing the sign of u. The minimum is therefore

J = [ε(kT)²/πL][cosh(V/2kT) − 1].  (22)

The first derivative is σ = (εkT/2πL) sinh(V/2kT), the negative of the charge Q found in the first half. The second derivative is

C = (ε/4πL) cosh(V/2kT),

which is the cosh law again. The halved exponent now comes from the square root of the excess pressure, sinh(u/2), which appears in the cross term.

The prefactor in (22) equals 4C₀(kT)². At 0.20 V this gives J = 4 × 0.01874 × (0.02585)² × 22.94 = 0.00115 µJ/cm². The product σV is 0.02317 × 0.20 = 0.00463 µJ/cm², and the work of charging, A = σV − J, is 0.0035 µJ/cm². A capacitor of constant C would split σV equally between J and A. Here A is the larger part, because most of the charge arrives when V is already high.

### Carriers kept away from the wall

The minimum property also gives the leading effect of the wave nature of the carriers. Let the surface be a hard wall, at which wave functions vanish. A state of wavenumber q then has density proportional to 2 sin²(qx) = 1 − cos(2qx). Its thermal weight is e^(−q²l²), with l² = 1/(2mkT) in atomic units and m the mass for motion normal to the surface. Averaging over q multiplies the classical density by

1 − e^(−x²/l²),

because the Gaussian average of cos(2qx) is e^(−x²/l²). The missing carriers correspond to an empty layer of thickness

d = ∫e^(−x²/l²) dx = (√π/2) l.

This factor ignores the change of the wave functions by the surface field, so what follows is an estimate.

We take the same mass for electrons and holes. The factor then reduces the carrier pressure, and the part of the reduction that depends on u is 2nᵢkT cosh(u) e^(−x²/l²). To first order, the minimum of J changes by the added term evaluated on the old profile, since a small change of the profile itself matters in second order. If the layer is thin, u may be set to its surface value:

δJ = −2nᵢkT d cosh(V/kT).

Differentiate twice with respect to V and use 2nᵢ/kT = C₀/L:

δC = −C₀(d/L) cosh(V/kT),

δC/C = −(d/L) cosh(V/kT)/cosh(V/2kT).  (23)

For m = 0.1 the layer is 3.40 nm thick, and for m = 0.4 it is 1.70 nm. At 0.10 V, cosh(V/kT) = 23.94 and cosh(V/2kT) = 0.06617/0.01874 = 3.53. Equation (23) gives reductions of 3.1 % and 1.5 %. Solving Poisson's equation with the reduced densities gives 2.9 % and 1.5 %. At 0.20 V, cosh(V/kT) = 2 × 23.94² − 1 = 1145, and (23) gives 21.5 % and 10.8 %, against 16.6 % and 9.4 % from the solution. Equation (23) overstates the reduction there because of the thin-layer step, not because it stops at first order. At the surface u falls by (2/L) sinh(V/2kT) = 0.063 per nm, which is not negligible across a layer a few nm thick. Keeping the unperturbed profile u(x) inside the added term gives 16.4 % and 9.3 %, close to the full solution. All these reductions are relative to the cosh law at the same V. Letting the surface field act on the wave functions, in a self-consistent Schrödinger-Poisson solution, changes the values at 0.20 V only to 17.0 % and 9.5 %. Image forces are left out. Next to a liquid of high permittivity they attract carriers toward the surface, and in a crude model with a sharp boundary to ε = 78 they remove between 2 and 5 percentage points of these reductions. At 0.20 V the wall matters far more than Fermi-Dirac statistics, which lower C by 0.17 %.

### Beside a real electrode

The parameters are rough typical values for nearly intrinsic germanium near room temperature, and none is far from typical. The masses 0.1 and 0.4 are round samples, since the mass normal to a germanium surface depends on its orientation and on the band. It runs from about 0.04 to about 1.6, for which the wall reduction at 0.20 V is about 22 % and 5 %. Unequal masses break the symmetry in V: with 0.1 for electrons and 0.4 for holes, C is 0.374 µF/cm² at +0.20 V and 0.407 µF/cm² at −0.20 V. The assumption of equal densities is easily broken, because net doping comparable with nᵢ already upsets it. The expansion of G in the first half multiplies the flat-band capacitance by √[(n_b + p_b)/2nᵢ], which is 10 when the interior carriers total 200nᵢ, and the minimum then no longer lies at flat band. Surface states are a second cause of departure. Raising V by dV lowers their levels by the same energy relative to the Fermi level, so D states per area and energy take up D dV electrons and add a parallel capacitance D. By the value of C₀ found earlier, 1.17×10¹¹ states per cm² and eV would double the flat-band capacitance, if they can follow the voltage.

Other conditions can be sized for the same example.

- **Liquid side.** In a concentrated electrolyte a layer of roughly 10 µF/cm² carries the same charge in series. In a dilute one the diffuse layer adds to the loss, which at 0.20 V reaches about 10 % for a 1 mM aqueous solution. The measured capacitance at 0.20 V is C/(1 + 0.449/10), which is 4.3 % below C. The layer takes up 0.0232/10 V, or 2.3 mV, so V differs only slightly from the change of electrode potential, provided the surface dipole stays fixed. On real germanium in water the surface termination can change with potential and shift this drop by far more.
- **Temperature.** C₀ varies as √(nᵢ/T). With nᵢ proportional to T^(3/2) e^(−gap/2kT) and a fixed gap, warming from 300 to 310 K raises C₀ by 24 %. In real germanium the gap also shrinks on warming, and the rise is then about 29 %.
- **Field.** At 0.20 V the surface field is 0.016 MV/cm, about one sixth of a rough breakdown field of 0.1 MV/cm. The bending is smaller than the 0.66 eV gap, so valence and conduction states do not overlap in energy, and direct tunnelling between the bands has no final state.
- **Frequency.** Both carriers must keep up with the voltage. A rough lifetime of 100 µs corresponds to a frequency of 1/(2π × 100 µs), or 1.6 kHz. Staying well below it is a cautious choice and not a sharp limit, because carriers also reach the surface layer by diffusion from the interior.

### What each derivation assumes

Both derivations treat a thick, uniform, one-dimensional sample with constant permittivity. Both replace the interactions among carriers by an average potential, and both require dilute carriers with equal interior densities and no net fixed charge. Neither is more general in these respects, and a failure of any of these conditions affects both.

They differ in what is put in. The first takes the charge density as a known function of the local potential. Where that function comes from is of no concern to the integration, which needs Poisson's equation, a field-free interior and Gauss's law. The second takes the free energy of an ideal gas and the condition that charging is reversible. It obtains the Boltzmann densities by minimisation, and it obtains the charge as a derivative of J. If the carriers were not in equilibrium, the integral (20) could still be formed from a known ρ(φ), but J would lose its meaning as a free energy.

The two meet at one equation. Where the square in the second derivation vanishes, u′²/2 equals (cosh u − 1)/L², and this is the first integral of Poisson's equation. The first derivation reaches it by integrating Poisson's equation once, with the constant fixed in the interior. The second reaches it as the condition for least J, and it also supplies the work of charging. From this equation the field and the profile follow in either case.

They also respond differently when the density depends on position as well as on potential, as it does near the hard wall. Multiplying Poisson's equation by u′ then no longer produces a total derivative, and the first integral is lost. The minimum principle survives, because the reduced pressure is still a convex function of the potential at each x. The wall correction (23) could be found from the unperturbed profile for a simpler reason: J is stationary there, so a small change of the profile alters it only in second order.

Calculated quantities

```
Temperature: 300 K; kT = 0.02585 eV
Relative permittivity: 16
Intrinsic density: 2.0e+13 cm^-3
Band gap: 0.66 eV
Screening length L: 756.0 nm = 7560 angstrom
Flat-band capacitance C0: 0.01874 uF/cm^2
C0 converted: 1.170e-05 e/(V angstrom^2)
Bending (V), direct C, cosh-law C (uF/cm^2):
  -0.20  0.44860  0.44860
  -0.10  0.06617  0.06617
  -0.02  0.02016  0.02016
  +0.00  0.01874  0.01874
  +0.02  0.02016  0.02016
  +0.10  0.06617  0.06617
  +0.20  0.44860  0.44860
Example bending: 0.20 V; eV/2kT = 3.868
cosh(eV/2kT) there: 23.94
Charge there: -0.02317 uC/cm^2
Integral/differential capacitance: 0.2583
Surface field: 0.0164 MV/cm
Rough breakdown field: 0.10 MV/cm
Surface electron density: 4.58e+16 cm^-3
Effective band density: 6.99e+18 cm^-3
Fermi-Dirac change of C at 0.1 V: -0.004 %
Fermi-Dirac change of C at 0.2 V: -0.173 %
Fermi-Dirac change of C at 0.3 V: -7.157 %
Normal mass 0.1 m_e: missing layer 3.40 nm
  wall change of C at 0.1 V: -2.92 %
  wall change of C at 0.2 V: -16.56 %
Normal mass 0.4 m_e: missing layer 1.70 nm
  wall change of C at 0.1 V: -1.49 %
  wall change of C at 0.2 V: -9.35 %
Liquid-side capacitance: 10 uF/cm^2
Series change of C at 0.2 V: -4.29 %
Liquid-side potential drop: 2.32 mV
Residual net donors: 1.0e+13 cm^-3
Bulk electrons, holes: 2.562e+13, 1.562e+13 cm^-3
Flat-band d ln C/du: direct 0.08082, formula 0.08085
Minimum with donors at V = -8.54 mV
C with donors, minimum: 0.01877 uF/cm^2
C with donors, flat band: 0.01903 uF/cm^2
C0 change from 300 to 310 K: 23.9 %
Rough carrier lifetime: 100 us
Frequency scale 1/(2 pi lifetime): 1592 Hz
```
